# Optimal Repeaters Make Wire Delay Linear in Length

A long resistive wire driven from one end becomes slow out of proportion to its length. Its resistance and its capacitance both grow with length, so the time to charge it grows as the length squared. For the wire treated numerically below, going from 4 mm to 8 mm makes the delay nearly four times as long. A stronger driver does not cure this, because the charge must still pass through the resistance of the wire. Cutting the wire into segments and regenerating the signal in each does cure it. The theorem says how many repeaters to use, how large to make them, and what delay remains.

## Setting and assumptions

A uniform wire of length $L$ has resistance $r$ and capacitance $c$ per unit length. It is divided into $k$ equal segments. Each is driven by an inverter, the repeater, whose transistors are $h$ times as wide as those of a minimum inverter. If the minimum inverter has output resistance $R_0$ and input capacitance $C_0$, the repeater has $R_0/h$ and $hC_0$.

1. A repeater switches when its input has covered half of the voltage swing. It then acts as an ideal voltage step behind the resistance $R_0/h$, equally strong for rising and falling signals.
2. Inductance, the output capacitance of the repeater and the finite slope of its input signal are neglected.
3. The driver at the start of the wire counts as one of the $k$ repeaters. The receiver at the end has input capacitance $hC_0$. The time needed to drive the first repeater is not counted.

"Delay" means the time from the step to the half-swing point at the far end. Voltages are measured in units of the full swing. The numbers use ohm, fF, µm and ps, with $1\ \Omega\,\mathrm{fF}=10^{-3}$ ps.

## Lemma 1: two charging times

**Statement.** A resistance $R$ charging a capacitance $C$ has delay $aRC$ with $a=\ln 2\approx0.693$. An open-ended distributed line of total resistance $R$ and capacitance $C$, driven by an ideal step, has delay $bRC$ with $b\approx0.379$.

**Proof.** In the lumped circuit the missing voltage is $e^{-t/RC}$. It equals $1/2$ at $t=RC\ln2$.

In a line of length $\ell$ the current is $I=-(1/r)\,\partial V/\partial x$, and conservation of charge requires $c\,\partial V/\partial t=-\partial I/\partial x$. Together,
$$rc\,\frac{\partial V}{\partial t}=\frac{\partial^2V}{\partial x^2}.$$
The missing voltage $u=1-V$ obeys the same equation. It vanishes at the driven end $x=0$, has zero slope at the open end $x=\ell$, where no current flows, and equals 1 everywhere at $t=0$. The modes that satisfy both end conditions are $\sin q_mx$ with $q_m=(2m+1)\pi/(2\ell)$, $m=0,1,2,\dots$ Their initial amplitudes are
$$\frac2\ell\int_0^\ell\sin q_mx\,dx=\frac{2}{\ell q_m}=\frac{4}{(2m+1)\pi},$$
because $\cos q_m\ell=0$. Each mode decays at the rate $q_m^2/(rc)$. At the far end $\sin q_m\ell=(-1)^m$. With $R=r\ell$, $C=c\ell$ and $t=bRC$, the half-swing condition is
$$\frac4\pi\sum_{m=0}^\infty\frac{(-1)^m}{2m+1}\,e^{-(2m+1)^2\pi^2b/4}=\frac12 .$$
The first term alone gives $b\approx(4/\pi^2)\ln(8/\pi)\approx0.379$. Solving the full equation numerically gives $b=0.3787$. $\square$

The line is faster than a lumped circuit with the same $R$ and $C$ because most of its charge passes through only part of the resistance. Rounded to one digit, the values are $a=0.7$ and $b=0.4$.

## Lemma 2: the delay of one stage

Let a stage have source resistance $R_s$, wire resistance $R_w$, wire capacitance $C_w$ and load $C_L$. The Bakoglu model takes its delay to be
$$\tau=aR_s(C_w+C_L)+aR_wC_L+bR_wC_w .$$

**Statement.** This is the unique sum of products of one resistance and one capacitance that gives the correct delay in three limits: $R_w=0$; $C_w=0$; and $R_s=C_L=0$.

**Proof.** The general sum has four coefficients, for $R_sC_w$, $R_sC_L$, $R_wC_w$ and $R_wC_L$. If $R_w=0$, both capacitances are charged in parallel through $R_s$, and the delay is $aR_s(C_w+C_L)$. This fixes the first two coefficients at $a$. If $C_w=0$, the two resistances are in series with the load, and the delay is $a(R_s+R_w)C_L$. This fixes the coefficient of $R_wC_L$ at $a$. If $R_s=C_L=0$, the open line of Lemma 1 remains, and the coefficient of $R_wC_w$ is $b$. $\square$

Between these limits the formula is an interpolation. Its error at the optimum is given in the numerical example.

## Theorem

Under the assumptions above, with the stage delay of Lemma 2 and with $k$ treated as a positive real number, the total delay $T(k,h)$ has a unique global minimum at
$$k_*=\frac{L}{l_*},\qquad l_*=\sqrt{\frac{aR_0C_0}{b\,rc}},\qquad h_*=\sqrt{\frac{R_0c}{rC_0}},$$
and its value is
$$T_*=2\left(a+\sqrt{ab}\right)\sqrt{R_0C_0\,rc}\;L .$$
The segment length $l_*$ and the size $h_*$ do not depend on $L$, and the optimized delay is proportional to $L$.

**Proof.** Each segment has $R_s=R_0/h$, $R_w=rL/k$, $C_w=cL/k$ and $C_L=hC_0$. The $k$ stages act one after another, so their delays add:
$$T=k\left[a\frac{R_0}{h}\left(\frac{cL}{k}+hC_0\right)+a\frac{rL}{k}hC_0+b\,\frac{rcL^2}{k^2}\right].$$
Multiply out. In the first product $k$ cancels from the wire term and $h$ from the gate term. In the second $k$ cancels, and in the third one power of $k$ remains below:
$$T=Ak+\frac Bk+\frac Dh+Eh,$$
$$A=aR_0C_0,\quad B=b\,rcL^2,\quad D=aR_0cL,\quad E=a\,rC_0L .$$
No term contains both $k$ and $h$, so number and size can be optimized separately. Completing the square in each pair gives
$$Ak+\frac Bk=2\sqrt{AB}+\frac Ak\left(k-\sqrt{B/A}\right)^2,$$
$$Eh+\frac Dh=2\sqrt{DE}+\frac Eh\left(h-\sqrt{D/E}\right)^2 .$$
To verify the first line, expand its last term: it equals $Ak-2\sqrt{AB}+B/k$. The second line follows in the same way. For positive $k$ and $h$ the squared terms are non-negative, and they vanish only at
$$k_*=\sqrt{\frac BA}=L\sqrt{\frac{b\,rc}{aR_0C_0}},\qquad h_*=\sqrt{\frac DE}=\sqrt{\frac{R_0c}{rC_0}} .$$
This is therefore the unique global minimum. What remains is
$$2\sqrt{AB}=2\sqrt{ab}\,\sqrt{R_0C_0rc}\,L,\qquad 2\sqrt{DE}=2a\sqrt{R_0C_0rc}\,L,$$
and the sum is $T_*$. $\square$

**Where the linear law comes from.** The quadratic wire delay $B$ is divided by $k$, and the best $k$ grows in proportion to $L$. If $k$ is held fixed instead, $B/k$ grows as $L^2$ and wins for long wires. The optimal size is not needed for linearity: any other fixed pair of size and segment length also gives a delay proportional to $L$, with a larger slope.

**Balance at the optimum.** There $Ak_*=B/k_*$: the repeaters spend as much time driving their own successors' gates as the bare segments need to charge themselves. Likewise $D/h_*=Eh_*$. Also,
$$\frac{h_*C_0}{c\,l_*}=\frac{R_0/h_*}{r\,l_*}=\sqrt{\frac ba}\approx0.74,$$
as follows on inserting $h_*$ and $l_*$. The optimum thus adds repeater input capacitance equal to about 74% of the wire capacitance. This is a cost in switching energy that a minimum of delay alone does not weigh.

## Corollary: whole numbers of repeaters

Real circuits have $k=1,2,3,\dots$ An odd number of inverters delivers the inverted signal, which is accepted here; where the polarity must be kept, only even $k$ are allowed. The best size is still $h_*$, because $k$ and $h$ separate. Write $x=L/l_*=k_*$. The completed square gives the excess over the line $T_*$:
$$T(k,h_*)-T_*=A\,\frac{(k-x)^2}{k}.$$

**Statement.** With all whole $k$ allowed, the best $k$ changes from $n$ to $n+1$ at $L=l_*\sqrt{n(n+1)}$. For every $L>0$ the excess at the best $k$ lies between 0 and $A=aR_0C_0$, and it tends to zero for long wires.

**Proof.** Since $B=Ax^2$, one more repeater changes the delay by
$$T(n+1,h_*)-T(n,h_*)=A+B\left(\frac1{n+1}-\frac1n\right)=A\left[1-\frac{x^2}{n(n+1)}\right].$$
This is negative as long as $n(n+1)<x^2$ and positive once $n(n+1)>x^2$, so adding repeaters helps up to a definite number and then harms. At the change, $x^2=n(n+1)$, the excess is
$$\frac An\left(\sqrt{n(n+1)}-n\right)^2=A\left(\sqrt{n+1}-\sqrt n\right)^2=\frac{A}{(\sqrt{n+1}+\sqrt n)^2}\le\frac{A}{4n}.$$
For $x$ between $n$ and $n+1$, with $n\ge1$, the excess is zero at both ends and largest at the change, so this bound covers the whole interval. For $x<1$ one stage is best, and the excess is $A(1-x)^2<A$. $\square$

The case $n=1$ shows that a second repeater first pays at $L=\sqrt2\,l_*$. In the limit $L\to0$ the delay tends to $A$, not to zero, because one driver must still charge the gate of the receiver. For such short wires the linear law is a poor description. If only even $k$ are allowed, two more repeaters change the delay by $2A\left[1-x^2/(n(n+2))\right]$, so the best $k$ changes from $n$ to $n+2$ at $L=l_*\sqrt{n(n+2)}$. For $x<2$ the excess is then $A(2-x)^2/2$, and the bound becomes $2A$ instead of $A$.

## Remarks

**Choice of metal.** A wire of width $w$, thickness $d$ and resistivity $\rho$ has $r=\rho/(wd)$. At fixed geometry and fixed $c$,
$$T_*\propto\sqrt\rho,\qquad l_*\propto\frac1{\sqrt\rho},\qquad h_*\propto\frac1{\sqrt\rho}.$$
Doubling the resistivity multiplies the optimized delay by $\sqrt2\approx1.414$. In a long wire without repeaters the term $B$ dominates, and the delay nearly doubles. Repeaters thus soften the effect of a poor conductor, at the price of more stages. Here $\rho$ is the resistivity of the finished wire, which in narrow lines can differ from that of the bulk metal.

**Shrinking the cross-section.** Let all transverse dimensions, including the distances to neighbouring conductors, be multiplied by $s<1$ at fixed resistivity. The capacitance per length of a two-dimensional arrangement does not change under such scaling, while $r$ grows as $1/s^2$. With the same transistors $T_*/L$ then grows as $1/s$.

**A flat minimum.** Let $k=sk_*$. Then $Ak+B/k=\sqrt{AB}\,(s+1/s)$. For $s=2$ or $s=1/2$ this exceeds its minimum $2\sqrt{AB}$ by $\sqrt{AB}/2$. Relative to $T_*=2\sqrt{AB}+2\sqrt{DE}$ the penalty is
$$\frac{\sqrt{AB}}{2T_*}=\frac14\,\frac{\sqrt b}{\sqrt a+\sqrt b}\approx10.6\%.$$
The same argument for $h$ gives $\tfrac14\sqrt a/(\sqrt a+\sqrt b)\approx14.4\%$. A designer can therefore save many repeaters for a modest loss of speed.

**Output capacitance.** If a minimum inverter also has output capacitance $C_p$, each stage gains the term $a(R_0/h)(hC_p)=aR_0C_p$. Only $A$ changes, to $aR_0(C_0+C_p)$. Within the additive stage formula the size $h_*$ stays the same, the segments become longer, and
$$T_*=2\left[a\sqrt{C_0}+\sqrt{ab\,(C_0+C_p)}\right]\sqrt{R_0rc}\;L .$$
The delay is larger but still linear in $L$. The interpolation error given in the numerical example is for $C_p=0$. For the distributed stage with $C_p=C_0$ the best size is about 5% smaller than $h_*$, and the formula is about 6% low.

**Linearity beyond this stage formula.** Let $\tau(l,h)$ be any delay of a stage of length $l$ that depends on nothing else. With $k=L/l$,
$$T=k\,\tau(l,h)=L\,\frac{\tau(l,h)}{l}.$$
If $\tau/l$ has a minimum at some positive $l$ and $h$, that minimum is a constant and the optimized delay is this constant times $L$. The Bakoglu formula supplies a value for the constant; the linear law does not rest on its accuracy.

**Limits of validity.** Ideal switching is a strong assumption at the optimum. In the example below, the far end of a segment needs about 9 ps to go from 10% to 90% of the swing, nearly three times the stage delay, so the next repeater sees a slow ramp rather than a step. A transistor that turns on gradually then makes each stage slower than the model says, by much more than the interpolation error, and shifts the best $l$ and $h$. The model also contains no inductance and hence no finite signal speed. If $\sqrt{R_0C_0rc}$ is made small enough, it predicts a signal faster than an electromagnetic wave in the insulator, and it has then failed. The neglected time for driving the first repeater does not spoil linearity: since $h_*$ is independent of $L$, it adds a constant.

## Numerical example

The parameters are round model values: $\rho=40$ nΩ m, a cross-section of 50 nm × 100 nm, $c=0.2$ fF/µm, $R_0=10\,000$ Ω and $C_0=0.1$ fF. Then
$$r=\frac{40\times10^{-9}}{(50\times10^{-9})(100\times10^{-9})}\ \frac{\Omega}{\mathrm m}=8\ \frac{\Omega}{\mu\mathrm m},\qquad R_0C_0=1000\ \Omega\,\mathrm{fF}=1\ \mathrm{ps}.$$
The optimum is
$$l_*=\sqrt{\frac{0.6931\times1000}{0.3787\times8\times0.2}}\ \mu\mathrm m=33.8\ \mu\mathrm m,\qquad h_*=\sqrt{\frac{10\,000\times0.2}{8\times0.1}}=50 .$$
A second repeater pays beyond $\sqrt2\,l_*=47.8$ µm. The delay per length is
$$\frac{T_*}{L}=2.411\sqrt{1000\times8\times0.2}\ \frac{\Omega\,\mathrm{fF}}{\mu\mathrm m}=96.4\ \frac{\mathrm{ps}}{\mathrm{mm}}.$$
With the rounded $a=0.7$ and $b=0.4$ the prefactor would be 2.458 instead of 2.411.

Each repeater has a resistance of 200 Ω and an input capacitance of 5 fF. Each segment has 270.6 Ω and 6.76 fF. The four parts of one stage delay are
- gate charged by the repeater: $aR_0C_0=0.693$ ps
- segment charging itself: $b\,rc\,l_*^2=0.693$ ps
- segment charged by the repeater: $a(R_0/h_*)c\,l_*=0.938$ ps
- gate charged through the segment: $a\,r\,l_*h_*C_0=0.938$ ps

They add up to 3.26 ps and show the two balances found above.

For a 1 mm wire with one driver of size 50, the wire term is $0.3787\times8000\times200\ \Omega\,\mathrm{fF}\approx606$ ps. The driver charging the wire and the wire charging the receiver add about 27.7 ps each, and the gate term 0.7 ps. The sum is about 662 ps, nearly seven times the delay with repeaters. The table lists model values for other lengths, with the best whole $k$. Their digits serve to show the scaling within the model and are finer than its accuracy, which is examined below.

| $L$ (mm) | $k$ | with repeaters (ps) | one driver (ps) |
|---|---|---|---|
| 0.25 | 7 | 24.1 | 52 |
| 0.5 | 15 | 48.2 | 180 |
| 1 | 30 | 96.4 | 662 |
| 2 | 59 | 192.9 | 2536 |
| 4 | 118 | 385.8 | 9918 |

The third column doubles with each doubling of length. The last grows by a factor that approaches four from below, since its linear terms lose weight. Rounding $k$ to a whole number costs about 0.02 ps at 0.25 mm and less at the greater lengths shown.

**Error of the stage formula.** To judge the interpolation, the wire of one stage was replaced by a ladder of 100 equal resistors, with its capacitance spread over the nodes. The ladder equations were solved by diagonalization, and the half-swing time was found by root search. At the optimum above the ladder gives 3.35 ps, so the model value of 3.26 ps is 2.6% too low relative to it. Minimizing the ladder delay per length numerically over $l$ and $h$ gives a prefactor of 2.474 in place of 2.411, segments 2.9% shorter, and the same repeater size to the three decimals computed. The ladder shares the other assumptions, such as ideal switching, so this comparison measures the interpolation error alone and not the error with respect to a real circuit.
